# Gauge invariance and the renormalization constants of scalar QED

## Problem

A scalar field \(\phi\) of charge \(e\) and mass \(m\) is coupled to the electromagnetic potential \(A_\mu\). In Euclidean space with \(x_0=ct\), define

\[
a_\mu=\frac{e}{\hbar}A_\mu,\qquad \kappa=\frac{mc}{\hbar},\qquad g^2=\frac{e^2}{\varepsilon_0\hbar c}=4\pi\alpha .
\]

All momenta are then wavevectors, and the action divided by \(\hbar\) is

\[
S=\int d^4x\Big[|(\partial-ia)\phi|^2+\kappa^2|\phi|^2+\tfrac{\lambda}{4}|\phi|^4+\frac{f_{\mu\nu}^2}{4g^2}+\frac{(\partial\cdot a)^2}{2\xi g^2}\Big],
\]

with \(f_{\mu\nu}=\partial_\mu a_\nu-\partial_\nu a_\mu\). The last term fixes the gauge; \(\xi=0\) is Landau gauge and \(\xi=1\) Feynman gauge. The renormalized \(\lambda\) is counted as order \(g^4\). The mass \(m\) in \(\kappa\) is the renormalized one; the counterterm proportional to \(|\phi|^2\) that cancels the large loop correction to \(\kappa^2\) is not written out.

Let \(\Gamma[\phi,\phi^*,a]\) be the effective action, the generator of one-particle-irreducible functions. Its part bilinear in the scalar field is \(\phi^*K[a]\phi\), with

\[
K[a]=K-a\cdot V+\tfrac12\,a\,a\,W+\dots
\]

Here \(K(p)\) is the inverse propagator, \(V_\mu(p',p)\) the one-photon vertex and \(W_{\mu\nu}(p;q,k)\) the seagull vertex. In \(W\) the scalar enters with \(p\) and absorbs \(q\) (index \(\mu\)) and \(k\) (index \(\nu\)). Without loops, \(K=p^2+\kappa^2\), \(V=p'+p\) and \(W=2\delta_{\mu\nu}\).

1. Express \(k\cdot V(p+k,p)\) through \(K\), and \(q_\mu W_{\mu\nu}(p;q,k)\) through \(V\).
2. At one Euclidean subtraction point let \(1/Z_2=dK/dp^2\), let \(1/Z_1\) be the coefficient of \(2p_\mu\) in \(V_\mu(p,p)\), and let \(1/Z_4\) be the coefficient of \(2\delta_{\mu\nu}\) in \(W_{\mu\nu}(p;0,0)\). How are the three related?
3. Compute each constant from its own diagrams at order \(g^2\) and \(p\to0\). Regulate the photon propagator by the factor \(F=[\Lambda^2/(l^2+\Lambda^2)]^2\).

## Hints

- **Question 1.** Change variables in the path integral by an infinitesimal gauge transformation. What is special about the change of the gauge-fixing term?
- **Question 2.** Let the photon momenta go to zero, and remember that \(K\) depends on \(p^2\).
- **Question 3.** Put a constant field \(a\) into the one-loop expression for \(K\) and expand in \(a\). Treat the photon polarizations transverse and parallel to \(l\) separately. For the parallel part, write \(l\cdot(2p+l)\) as a difference of scalar denominators.

## Solution

### 1. The two identities

Add sources \(J,J^*,j_\mu\) for the fields and change variables by \(\delta\phi=i\theta\phi\), \(\delta a=\partial\theta\). The measure is unchanged, and so is \(S\) except for its gauge-fixing part \(S_{\rm gf}\). Since the integral cannot depend on the choice of variables,

\[
\Big\langle\int\big[i\theta(J^*\phi-\phi^*J)+j\cdot\partial\theta\big]\Big\rangle=\langle\delta_\theta S_{\rm gf}\rangle .
\]

The change \(\delta_\theta S_{\rm gf}\) is linear in \(a\), so its average is its value at the mean field. The sources are the derivatives of \(\Gamma\) with respect to the mean fields, so the left side is \(\delta_\theta\Gamma\). Hence \(\Gamma-S_{\rm gf}\) is gauge invariant. This assumes a regulator that respects the symmetry.

A gauge transformation does not change the number of scalar fields in a term, so the bilinear part is invariant by itself:

\[
K[a+\partial\theta]=e^{i\theta}K[a]e^{-i\theta}
\quad\Rightarrow\quad
K[a+\partial\theta]-K[a]=i[\theta,K[a]]+O(\theta^2).
\]

**Order \(a^0\).** Take \(\theta=\eta e^{ik\cdot x}\), so that \(\partial\theta=i\eta k\,e^{ik\cdot x}\). Between incoming \(p\) and outgoing \(p+k\), the left side is \(-i\eta\,k\cdot V\). In the commutator, \(\theta K\) evaluates \(K\) at \(p\), and \(K\theta\) evaluates it at \(p+k\). The right side is therefore \(i\eta[K(p)-K(p+k)]\), and

\[
\boxed{k\cdot V(p+k,p)=K(p+k)-K(p)}
\]

**Order \(a^1\).** Take \(\theta=\eta e^{iq\cdot x}\) and \(a_\nu=\epsilon_\nu e^{ik\cdot x}\). The factor \(\tfrac12\) in \(\tfrac12aaW\) is cancelled by the two orderings of the two different fields, so the left side is \(i\eta\,q_\mu\epsilon_\nu W_{\mu\nu}\). The right side is \(i[\theta,-a\cdot V]\), which equals \(-i\eta\,\epsilon_\nu[V_\nu(p+k,p)-V_\nu(p+q+k,p+q)]\). Hence

\[
\boxed{q_\mu W_{\mu\nu}(p;q,k)=V_\nu(p+q+k,p+q)-V_\nu(p+k,p)}
\]

The loop-free functions obey both: \(k\cdot(2p+k)=(p+k)^2-p^2\), and \(2q_\nu=(2p+2q+k)_\nu-(2p+k)_\nu\).

### 2. Zero photon momentum

Set \(k=sn\) in the first identity, divide by \(s\) and let \(s\to0\). If \(V\) is regular there, \(n\cdot V(p,p)=n\cdot\partial K\) for every direction \(n\). In the second identity set \(k=0\) and treat \(q\) in the same way. With a prime for \(d/dp^2\),

\[
V_\mu(p,p)=\partial_\mu K=2p_\mu K',\qquad
W_{\mu\nu}(p;0,0)=\partial_\mu\partial_\nu K=2\delta_{\mu\nu}K'+4p_\mu p_\nu K''.
\]

All three definitions pick out the same number \(K'\), so

\[
Z_1=Z_2=Z_4,
\]

including finite parts, provided the subtraction point is common and the \(p_\mu p_\nu\) term of \(W\) is separated first. One factor then multiplies all three terms of \(|(\partial-ia)\phi|^2\), which keeps its form, and the product \(eA_\mu\) needs no rescaling relative to \(\partial_\mu\).

Regularity is not guaranteed on the mass shell \(p^2=-\kappa^2\). There the scalar denominator \((p+l)^2+\kappa^2=2p\cdot l+l^2\) vanishes together with the photon denominator as \(l\to0\). Euclidean \(p\) avoids this.

### 3. One loop

**The diagrams.** Add a photon fluctuation \(b\) to the external field. With \(P=-i\partial\), the scalar operator is

\[
(P-a-b)^2+\kappa^2=H_a-S_1+b^2,\qquad S_1=b\cdot(P-a)+(P-a)\cdot b .
\]

With \(G_a=H_a^{-1}\), the averaged propagator to second order in \(b\) is \(G_a-G_a\langle b^2\rangle G_a+G_a\langle S_1G_aS_1\rangle G_a\). Its inverse is

\[
K[a]=H_a+\langle b^2\rangle-\langle S_1G_aS_1\rangle .
\]

Closed scalar loops do not enter at this order: an irreducible diagram would join such a loop to the open line either by at least two photons, which is order \(g^4\), or through the quartic vertex \(\lambda\), which is counted as order \(g^4\).

For constant \(a\), define \(u=2p+l\), \(j=2(p+l)\) and \(Q=(p+l)^2+\kappa^2\). The loop part of \(K[a]\) is

\[
\int\!\frac{d^4l}{(2\pi)^4}D_{\alpha\beta}\Big[\delta_{\alpha\beta}-\frac{(u-2a)_\alpha(u-2a)_\beta}{Q-a\cdot j+a^2}\Big],\quad
D_{\alpha\beta}=\frac{g^2F}{l^2}\Big[\delta_{\alpha\beta}-(1-\xi)\frac{l_\alpha l_\beta}{l^2}\Big].
\]

The factor \(F\) comes from inserting \((1-\partial^2/\Lambda^2)^2\) into the quadratic photon terms, which preserves gauge invariance. Expand

\[
\frac1{Q-a\cdot j+a^2}=\frac1Q+\frac{a\cdot j}{Q^2}+\frac{(a\cdot j)^2}{Q^3}-\frac{a^2}{Q^2}+\dots
\]

and compare with \(K-a\cdot V+\frac12aaW\). The integrands are

\[
\begin{aligned}
K:&\quad D_{\alpha\alpha}-\frac{uDu}{Q},\qquad\qquad
V_\mu:\quad \frac{j_\mu\,uDu}{Q^2}-\frac{4(Du)_\mu}{Q},\\
W_{\mu\nu}:&\quad \frac{2\delta_{\mu\nu}\,uDu}{Q^2}-\frac{2j_\mu j_\nu\,uDu}{Q^3}+\frac{4[(Du)_\mu j_\nu+j_\mu(Du)_\nu]}{Q^2}-\frac{8D_{\mu\nu}}{Q}.
\end{aligned}
\]

In \(V\), the first term is the triangle diagram and the second the two bubbles containing a seagull vertex. In \(W\), the terms have in turn an internal seagull, two internal currents, one outer seagull with one current, and two outer seagulls.

**Measure.** Let \(y=l^2\) and \(R=y+\kappa^2\). The unit three-sphere has area \(2\pi^2\) and \(l^3dl=\frac12y\,dy\), so

\[
g^2\!\int\!\frac{d^4l}{(2\pi)^4}h(l^2)=\frac{g^2}{16\pi^2}\int_0^\infty\! y\,dy\,h=\frac{\alpha}{4\pi}\int_0^\infty\! y\,dy\,h .
\]

The angular average of \(l_\mu l_\nu\) is \(y\delta_{\mu\nu}/4\). Three integrals suffice:

\[
I_n=\kappa^{2n-2}\int_0^\infty\frac{F\,dy}{R^n},\qquad n=1,2,3 .
\]

**Transverse part**, \(D\to g^2FT/y\) with \(T=\delta-ll/y\). Since \(Tl=0\), we have \(Tu=2Tp\), and \(T\) averages to \(\frac34\delta\).

- \(K\): \(-4\,pTp/Q\to-3p^2/R\) at order \(p^2\); the trace does not depend on \(p\).
- \(V\): in the triangle, \(uTu=4\,pTp\) is already of order \(p^2\), and its product with \(2l_\mu\) is odd in \(l\), so nothing of order \(p\) remains. The bubbles give \(-8Tp/R\to2p_\mu(-3/R)\).
- \(W\): at \(p=0\), \(Tu=0\), and the last term gives \(-8T/R\to2\delta_{\mu\nu}(-3/R)\).

Each coefficient is \(-3/R\). The \(1/y\) of the propagator cancels the \(y\) of the measure, so each contributes \(-3I_1\).

**Longitudinal part**, \(D\to\xi g^2F\,ll/y^2\). With \(M=p^2+\kappa^2\), \(l\cdot u=y+2p\cdot l=Q-M\).

For \(K\), the numerator over \(y^2\) is

\[
y-\frac{(Q-M)^2}{Q}=y-Q+2M-\frac{M^2}{Q}=M-2p\cdot l-\frac{M^2}{Q}.
\]

The middle term averages to zero. From \(Q=R+2p\cdot l+p^2\), the average of \(1/Q\) is \(1/R-p^2/R^2+p^2y/R^3\) to order \(p^2\), and \(M^2=\kappa^4+2\kappa^2p^2+\dots\). The coefficient of \(p^2\) is

\[
1-\frac{2\kappa^2}{R}+\frac{\kappa^4}{R^2}-\frac{\kappa^4y}{R^3}=\frac{y^2}{R^2}-\frac{\kappa^4y}{R^3}.
\]

For \(V\), the numerator is \(2(p+l)_\mu(1-M/Q)^2-4l_\mu(1-M/Q)\), with \(1-M/Q=y/R+2\kappa^2p\cdot l/R^2+O(p^2)\). After averaging, the order-\(p\) part is

\[
2p_\mu\Big[\underbrace{\frac{y^2}{R^2}+\frac{\kappa^2y^2}{R^3}}_{\text{triangle}}\;\underbrace{-\frac{\kappa^2y}{R^2}}_{\text{bubbles}}\Big]
=2p_\mu\Big[\frac{y^2}{R^2}-\frac{\kappa^4y}{R^3}\Big],
\]

because \(\kappa^2y(y-R)=-\kappa^4y\).

For \(W\) at \(p=0\), \(u=l\), \(j=2l\) and \(Q=R\). The four terms average to

\[
2\delta_{\mu\nu}\Big[\frac{y^2}{R^2}-\frac{y^3}{R^3}+\frac{2y^2}{R^2}-\frac yR\Big]
=2\delta_{\mu\nu}\Big[\frac{y^2}{R^2}-\frac{\kappa^4y}{R^3}\Big],
\]

because the last three terms sum to \(-y(R-y)^2/R^3\).

The three coefficients agree. The remaining weight is \(\xi F\,dy/y\), and \(y=R-\kappa^2\) gives

\[
\xi\int_0^\infty\!F\,dy\Big[\frac1R-\frac{\kappa^2}{R^2}-\frac{\kappa^4}{R^3}\Big]=\xi(I_1-I_2-I_3).
\]

**Result.** The loop part of \(K'\) is \((\alpha/4\pi)[-3I_1+\xi(I_1-I_2-I_3)]\). To this order \(Z\) is one minus it, for each constant:

\[
Z_1=Z_2=Z_4=1+\frac{\alpha}{4\pi}B,\qquad B=3I_1-\xi(I_1-I_2-I_3).
\]

Partial fractions give \(I_1\):

\[
I_1=\frac{\Lambda^4}{(\Lambda^2-\kappa^2)^2}\ln\frac{\Lambda^2}{\kappa^2}-\frac{\Lambda^2}{\Lambda^2-\kappa^2}.
\]

For \(\Lambda\gg\kappa\), \(I_1\to L-1\) with \(L=\ln(\Lambda^2/\kappa^2)\). Setting \(F=1\) in the other two gives \(I_2\to1\) and \(I_3\to\frac12\). Therefore

\[
\boxed{B\simeq(3-\xi)L-3+\tfrac52\xi}
\]

### 4. Numbers

Take \(\Lambda/\kappa=1000\), so \(L=13.8155\), \(I_1=12.8155\), \(I_2=1.0000\) and \(I_3=0.5000\). The prefactor is \(\alpha/4\pi=5.807\times10^{-4}\). In Feynman gauge

\[
B=3(12.8155)-(12.8155-1.0000-0.5000)=27.131,\qquad Z=1.0158 .
\]

The numerical check obtains \(K'\) from differences of the self-energy, and \(V\) and \(W\) from their own diagrams. All three give \(B=27.1310\). The separate contributions to the slope \(-B\) are

- \(V\): triangle \(12.3155\), bubbles \(-39.4466\);
- \(W\): \(11.8156\), \(-11.3156\), \(23.6311\), \(-51.2621\), in the order listed above.

The equality belongs to the sums, not to single diagrams.

In Landau gauge \(B=38.447\) and \(Z=1.0223\). At \(\xi=3\) the logarithm cancels, but \(B=4.500\) and \(Z=1.0026\) remain. The common value thus depends on the gauge and is not observable. The one-loop formula requires \(\alpha L/4\pi\ll1\), \(\alpha|B|/4\pi\ll1\) (which fails for large \(\xi\): at \(\xi=100\), \(\alpha B/4\pi=-0.63\)) and the renormalized mass in \(\kappa\). At this cutoff the loop alone would shift \(K(0)\) by about \(3\alpha\Lambda^2/4\pi\approx1.7\times10^3\kappa^2\), which the mass counterterm cancels. Since that counterterm depends on neither \(p\) nor \(a\), it does not enter \(K'\), \(V\) or \(W\). Already the step from \(1/Z=1-\alpha B/4\pi\) to \(Z=1+\alpha B/4\pi\) drops \((\alpha B/4\pi)^2\), which is \(2.5\times10^{-4}\) in Feynman gauge and \(5\times10^{-4}\) in Landau gauge, and two-loop diagrams enter at the same order in \(\alpha\). The fourth decimal of \(Z\) quoted above is therefore a digit of the one-loop formula only.

## Variation 1: subtraction at \(p^2=\kappa^2\)

*In Feynman gauge, can \(Z_4\) be read from the component of \(W\) along \(p\)?*

That component is \(2K'+4p^2K''\). In units of \(\alpha/4\pi\), the loop parts at \(p^2=\kappa^2\) are

\[
-50.717+4.910=-45.807 .
\]

Halving the total would suggest \(B=22.90\). The components across \(p\) contain \(2K'\) alone and give \(B=25.36\), in agreement with \(K\) and \(V\) at this point. The value also differs from the \(27.13\) found at \(p=0\), so constants taken at different subtraction points need not be equal.

## Variation 2: a strong fluctuating field

*Replace the photon fluctuations by one mode, \(b(x)=2\kappa\,\epsilon\cos(l\cdot x+\chi)\), with random phase \(\chi\). Do the identities need an expansion in \(b\)?*

No. For each \(\chi\), the scalar operator obeys \(H[a+\partial\theta,b]=e^{i\theta}H[a,b]e^{-i\theta}\). Inverting, averaging over \(\chi\) and inverting again leaves the factors \(e^{\pm i\theta}\) outside, so the averaged kernel has the covariance used in section 1.

For an example, use units of \(\kappa\) with \(p=(0.3,0.5,-0.2,0.1)\), \(q=(0.4,-0.3,0.6,0.2)\), \(k=(-0.5,0.2,0.3,0.7)\), \(l=(0.8,0.6,-0.4,0.5)\) and \(\epsilon=(0.6,-0.2,0.5,0.4)\). The numerical model keeps momentum shifts by \(-4l\) to \(4l\). This restriction commutes with \(\theta\), which shifts momenta by \(q\), and so preserves the identities. The result is

\[
q\cdot V=-0.18846,\qquad K(p+q)-K(p)=2.60871-2.79717=-0.18846 .
\]

Without the mode, the difference would be \(+0.39\). For the second identity, both sides have component \(\nu=0\) equal to \(-0.10796\), against \(2q_0=0.8\) without the mode. The last digit of these values depends on the restriction: with shifts up to \(\pm6l\) or more they settle at \(K(p)=2.79714\), \(q\cdot V=-0.188435\) and \(-0.107937\), while the two sides of each identity agree for every range. The field changes the functions strongly, while the relations between them remain.

## Table of computed values

```
coupling g^2 = e^2/(eps0 hbar c): 0.09170124 (dimensionless)
alpha/(4 pi): 5.807049e-04 (dimensionless)
loop integrands, largest deviation: 3.3e-08
Strong-field example, wavevectors in units of kappa
  p = [ 0.3  0.5 -0.2  0.1]
  q = [ 0.4 -0.3  0.6  0.2]
  k = [-0.5  0.2  0.3  0.7]
  l = [ 0.8  0.6 -0.4  0.5]
  polarization = [ 0.6 -0.2  0.5  0.4]
  field amplitude: 1.0 kappa
  K(p), K(p+q): 2.797169, 2.608709 kappa^2
  q.V: -0.188459 kappa^2
  K(p+q)-K(p): -0.188459 kappa^2
  same difference at tree level: 0.390000 kappa^2
  q.W, component 0: -0.107956 kappa
  V difference, component 0: -0.107956 kappa
  tree value, component 0: 0.800000 kappa
cutoff/kappa: 1000, L = 13.815511
second cutoff/kappa: 10000
I1, I2, I3: 12.815537, 0.999975, 0.499999 (dimensionless)
B = (Z-1)/(alpha/4pi), from K, V, W in turn (dimensionless)
xi = 0
  B at p=0: 38.4466 38.4466 38.4466
  B formula, finite and large cutoff: 38.4466, 38.4465
  Z at p=0: 1.0223261 1.0223261 1.0223261
  B at p=kappa: 35.7878 35.7878 35.7878
  coefficient of L: 3.000 3.000 3.000
xi = 1
  B at p=0: 27.1310 27.1310 27.1310
  B formula, finite and large cutoff: 27.1310, 27.1310
  Z at p=0: 1.0157551 1.0157551 1.0157551
  B at p=kappa: 25.3585 25.3585 25.3585
  coefficient of L: 2.000 2.000 2.000
  slope parts at p=0, units alpha/4pi
    V triangle, bubbles: 12.3155, -39.4466
    W internal seagull, two currents: 11.8156, -11.3156
    W mixed, outer seagulls: 23.6311, -51.2621
  at p=kappa, W along p: -45.8073
    2K' part: -50.7169, 4p^2K'' part: 4.9096
xi = 3
  B at p=0: 4.4999 4.4999 4.4999
  B formula, finite and large cutoff: 4.4999, 4.5000
  Z at p=0: 1.0026131 1.0026131 1.0026131
  B at p=kappa: 4.4998 4.4998 4.4998
  coefficient of L: 0.000 0.000 0.000
```
